# Mini-zone averaging of the screened Coulomb interaction in an insulating layer, part 2

An insulating layer around $z=0$, with in-plane cell area $A$, is repeated along $z$ with period $L$. The Coulomb interaction is cut off for $|z-z'|>L/2$. A $\Gamma$-centred $N\times N$ grid of in-plane wave vectors $\mathbf q=q(\cos\theta,\sin\theta)$ corresponds to a supercell of area $S=N^2A$. Its mini-zone, the Wigner–Seitz cell around $\mathbf q=0$, has area $\Omega=(2\pi)^2/S$ and boundary $R(\theta)$. We seek the average over this cell of the static $W^c=W-v$, which enters the $GW$ gap. Hartree atomic units are used.

In the basis $G=2\pi n/L$, the head is $G=G'=0$, the wings are the rest of its row and column, and the body is the remaining block. The untruncated kernel and the truncated head are

$$v(q;z)=\int\frac{dk}{2\pi}\,\frac{4\pi e^{ikz}}{q^2+k^2}=\frac{2\pi}{q}e^{-q|z|}. \tag{1}$$

$$v_0=\frac{2\pi L}{q}\,g(y),\qquad g(y)=\frac{1-e^{-y}}{y}=1-\frac y2+O(y^2), \tag{3}$$

with $y=qL/2$. For valence–conduction pairs $vc$ with energy difference $\Delta E$ and velocity element $\mathbf v_{cv}$, on $N_k$ points, two equal Adler–Wiser terms give

$$P_{00}=-\frac{\mathbf q\cdot\alpha^0\cdot\mathbf q}{L},\qquad \alpha^0_{ij}=\frac{4}{N_kA}\sum_{\mathbf k}\sum_{vc}\frac{\mathrm{Re}\,(v_{i,cv}^*\,v_{j,cv})}{\Delta E^3}, \tag{4}$$

up to $O(q^4)$. Local fields turn $\alpha^0$ into $\alpha$. With $\varepsilon_M=1/[\varepsilon^{-1}]_{00}$,

$$\varepsilon_M=1+r(\theta)\,q+O(q^2),\qquad r(\theta)=2\pi\,\hat{\mathbf q}\cdot\alpha\cdot\hat{\mathbf q}. \tag{5}$$

$$W^c_{00}(q\to0)=-2\pi L\,r(\theta)=-4\pi^2L\,\hat{\mathbf q}\cdot\alpha\cdot\hat{\mathbf q}. \tag{6}$$

The model layer has in-plane response $P_2f(z)f(z')$, with $P_2=-\mathbf q\cdot\alpha\cdot\mathbf q$ and $f$ a normalised Gaussian of standard deviation $\sigma\ll L$. The kernel projected on $f$ is $\bar v=2\pi F/q$, with $F=e^{q^2\sigma^2}\mathrm{erfc}(q\sigma)$. The screened response is $\chi_2=P_2/(1+rqF)$, and $w=\bar v^2\chi_2$ is the projection of $W^c$:

$$\frac{W^c_{00}}{L}=-\frac{2\pi r\,g(y)^2}{1+rqF},\qquad w(q)=-\frac{2\pi r\,F^2}{1+rqF}. \tag{7}$$

$$\varepsilon_M=\frac{1+rqF}{1+rq(F-g)}=1+\frac{rq\,g}{1+rq(F-g)}. \tag{8}$$

The layer's own dielectric function is $1+rqF$. For a sheet ($q\sigma\ll1$, $F=1$),

$$w(\mathbf q)=-\frac{2\pi r(\theta)}{1+r(\theta)\,q}. \tag{9}$$

With intraband factor $|M|^2=1$ over the mini-zone, flat bands and on-shell energies, the cell's correlation contribution to the gap is

$$\Delta E_g^{\,c}=\int_\Omega\frac{d^2q}{(2\pi)^2}\,w(\mathbf q)=\frac{\langle w\rangle}{S},\qquad\langle w\rangle=\frac1\Omega\int_\Omega w\,d^2q. \tag{10}$$

## (f) The mini-zone average

*Evaluate $\langle w\rangle$ for the sheet over a cell of any shape, over a disk of equal area, and in the limits of a fine and a coarse grid. Give the cell geometry for a hexagonal lattice.*

**Solution.** In polar coordinates $r(\theta)$ is constant along each ray. Writing $q/(1+rq)=[1-1/(1+rq)]/r$,

$$\int_0^R\frac{q\,dq}{1+rq}=\frac1r\left[R-\frac{\ln(1+rR)}{r}\right]=\frac{x-\ln(1+x)}{r^2},\qquad x=rR .$$

Multiplying by $-2\pi r/\Omega$ and integrating over the angle gives

$$\langle w\rangle=-\frac{2\pi}{\Omega}\int_0^{2\pi}d\theta\,\frac{x(\theta)-\ln[1+x(\theta)]}{r(\theta)},\qquad x(\theta)=r(\theta)R(\theta). \tag{11}$$

The non-analytic point has been integrated exactly. The remaining integrand is smooth along each edge of the polygon, so Gauss–Legendre quadrature edge by edge converges quickly.

For isotropic $\alpha$ and a disk of radius $q_c=\sqrt{\Omega/\pi}$, the angle gives $2\pi$, and $1/(rq_c^2)=r/x^2$:

$$\langle w\rangle_{\rm disk}=-2\pi r\;\frac{2\,[x-\ln(1+x)]}{x^2},\qquad x=rq_c. \tag{12}$$

The fraction lies between 0 and 1, because $|w(q)|\le2\pi r$ everywhere. The $q=0$ value therefore overstates the screening contributed by this cell.

For a fine grid, $x\ll1$, the series $x-\ln(1+x)=x^2/2-x^3/3+\dots$ makes the fraction $1-2x/3+O(x^2)$. For any cell shape and isotropic $\alpha$, expanding (9) directly gives $\langle w\rangle=-2\pi r\,[1-r\langle q\rangle+O(x^2)]$, and $\langle q\rangle=2q_c/3$ for the disk agrees with the series. For anisotropic $\alpha$ the leading term of (11) is $-(\pi/\Omega)\int rR^2d\theta$, the angular mean of the direction-dependent limit weighted by area, which does not vanish or become ambiguous as the cell shrinks.

For a coarse grid, $x\gg1$, (12) becomes $-(4\pi/q_c)[1-\ln(1+x)/x]$. The leading term is minus the disk average of the bare $2\pi/q$, which is $(\pi q_c^2)^{-1}\,2\pi\cdot2\pi q_c=4\pi/q_c$. Over most of such a cell the layer screens almost completely, $\alpha$ survives only in the logarithmic correction, and the ratio of the $q=0$ value to the average grows as $x/2$.

For a hexagonal lattice of constant $a$, $A=\sqrt3a^2/2$ and $S=\sqrt3D^2/2$ with $D=Na$. The grid is hexagonal with spacing $h$ and cell area $\sqrt3h^2/2=(2\pi)^2/S$, which gives $h=4\pi/(\sqrt3D)$. The mini-zone is a regular hexagon whose edges lie at distance $h/2$, so $R=(h/2)\sec\phi$, with $\phi\in[-\pi/6,\pi/6]$ measured from the edge normal. Twelve equal sectors and $\Omega=2\sqrt3(h/2)^2$ give

$$\langle q\rangle=\frac{12}{\Omega}\int_0^{\pi/6}\frac{R^3}{3}d\phi=\frac h2\,\frac{2}{\sqrt3}\int_0^{\pi/6}\sec^3\phi\,d\phi .$$

The derivatives $(\sec\phi\tan\phi)'=2\sec^3\phi-\sec\phi$ and $[\ln(\sec\phi+\tan\phi)]'=\sec\phi$ show that the antiderivative is half the sum of these two functions. At $\phi=\pi/6$, $\sec\phi=2/\sqrt3$ and $\tan\phi=1/\sqrt3$, so the functions equal $2/3$ and $\ln\sqrt3$:

$$\langle q\rangle=c\,\frac h2,\qquad c=\frac{1}{\sqrt3}\left(\frac23+\frac{\ln3}{2}\right)=0.70204. \tag{13}$$

## (g) Averaging the head alone

*In a plane-wave calculation $W^c$ is a matrix in $G$. Average its head over the disk for the sheet, and decide whether it is enough to average the head while wings and body keep their $q=0$ values.*

**Solution.** Set $F=1$ in (7), and let $b=L/2$ and $k=1/r$, so that $g^2=(1-e^{-bq})^2/(bq)^2$. The disk average is

$$\frac{\langle W^c_{00}\rangle}{L}=-2\pi r\,\frac{2I}{(bq_c)^2},\qquad I=\int_0^{q_c}\frac{(1-e^{-bq})^2}{q\,(1+rq)}\,dq .$$

Partial fractions give $1/[q(1+rq)]=1/q-1/(q+k)$. For the first piece, $(1-e^{-bq})^2=2(1-e^{-bq})-(1-e^{-2bq})$, and with $\mathrm{Ein}(z)=\int_0^z(1-e^{-t})\,dt/t$ it integrates to $2\,\mathrm{Ein}(bq_c)-\mathrm{Ein}(2bq_c)$. For the second piece the square is expanded as $1-2e^{-bq}+e^{-2bq}$. The constant gives $\ln[(q_c+k)/k]=\ln(1+x)$. The substitution $t=\lambda(q+k)$ and $E_1(z)=\int_z^\infty e^{-t}dt/t$ give $\int_0^{q_c}e^{-\lambda q}dq/(q+k)=e^{\lambda k}[E_1(\lambda k)-E_1(\lambda k+\lambda q_c)]$. The second piece enters with a minus sign, so

$$I=2\,\mathrm{Ein}(bq_c)-\mathrm{Ein}(2bq_c)-\ln(1+x)+2e^{bk}\left[E_1(bk)-E_1(bk+bq_c)\right]-e^{2bk}\left[E_1(2bk)-E_1(2bk+2bq_c)\right]. \tag{14}$$

This depends on $L$. For a fine grid, $g^2=1-qL/2+\dots$ gives $-2\pi r[1-(r+L/2)\langle q\rangle]$, so the head has a steeper cusp than $w$. For $L\to\infty$ on a fixed grid, $\mathrm{Ein}(z)$ grows as $\ln z$ and the $E_1$ terms vanish, so $\langle W^c_{00}\rangle/L$, the share of the head in $w$, falls in magnitude as $\ln L/L^2$.

The self-energy needs the projection $w=\bar v^2\chi_2$. Splitting $\bar v=v_0/L+(\bar v-v_0/L)=(2\pi/q)[g+(F-g)]$ and squaring shows how it is shared among the blocks:

$$w=-\frac{2\pi r}{1+rqF}\left[\,g^2+2g(F-g)+(F-g)^2\right],$$

where the three terms are head, wings and body. Since $F-g=O(q)$, wings and body vanish at $q=0$ in this even channel, the wings as $q$ and the body as $q^2$. Together they restore exactly what $g<F$ removes. For $\sigma=1.5$ and $L=30$ bohr the shares of head, wings and body in $w$ are $0.69$, $0.28$ and $0.03$ at $qL=1$, and $0.29$, $0.50$ and $0.22$ at $qL=4$. Averaging the head alone misses the share $1-g^2/F^2$ of $w$ at each $q$, an error that grows with the amount of vacuum. Wings and body have to be averaged with the head unless $q_cL\ll1$.

## (h) The error that remains

*Take the model gap term $E=\int d^2q\,(2\pi)^{-2}\,\Phi(q)$ with $\Phi=w(q)\,e^{-q^2s^2}$, an isotropic sheet and an intraband factor $|M|^2=e^{-q^2s^2}$, summed over a hexagonal grid extended through the whole plane. Find the leading error, grid sum minus integral, when the $\Gamma$ cell is point-sampled, averaged or omitted.*

**Solution.** The extension through the plane stands for the sum over $\mathbf q+\mathbf G_\parallel$ with only diagonal terms kept, and (9) is used at all $q$; both are part of the model. Let $\tilde\Phi(\boldsymbol\rho)=\int d^2q\,(2\pi)^{-2}\Phi\,e^{i\mathbf q\cdot\boldsymbol\rho}$, so that $E=\tilde\Phi(0)$. The function $\sum_{\mathbf R}\tilde\Phi(\boldsymbol\rho+\mathbf R)$, with $\mathbf R$ the supercell vectors, is periodic, and its Fourier coefficient at a grid point $\mathbf q$ is $S^{-1}\int d^2\rho\,\tilde\Phi\,e^{-i\mathbf q\cdot\boldsymbol\rho}=\Phi(\mathbf q)/S$. Evaluating its Fourier series at $\boldsymbol\rho=0$ gives the Poisson formula

$$\frac1S\sum_{\mathbf q}\Phi(\mathbf q)-E=\sum_{\mathbf R\ne0}\tilde\Phi(\mathbf R).$$

The error of the plain grid sum is the interaction of a charge with the screening clouds of its periodic images.

The real-space form of $w$ follows from (1). The inverse two-dimensional transform of (1) must be the Coulomb potential, which reads $\int_0^\infty e^{-\epsilon q}J_0(q\rho)\,dq=(\epsilon^2+\rho^2)^{-1/2}$ with $\epsilon=|z|$. Applying $-\partial_\epsilon$ gives $\int_0^\infty q\,e^{-\epsilon q}J_0(q\rho)\,dq=\epsilon\,(\epsilon^2+\rho^2)^{-3/2}$. With $1/(1+rq)=\int_0^\infty e^{-t}e^{-rtq}dt$,

$$\tilde w(\rho)=-r\int_0^\infty\frac{q\,J_0(q\rho)}{1+rq}\,dq=-r^2\int_0^\infty\frac{t\,e^{-t}\,dt}{(\rho^2+r^2t^2)^{3/2}}=-\frac{r^2}{\rho^3}+\frac{9r^4}{\rho^5}-\dots$$

The series comes from $(1+r^2t^2/\rho^2)^{-3/2}=1-\tfrac32r^2t^2/\rho^2+\dots$ with $\int te^{-t}dt=1$ and $\int t^3e^{-t}dt=6$, and it is asymptotic in $r/\rho$. The factor $e^{-q^2s^2}$ acts in real space as $e^{s^2\nabla^2}$, a Gaussian smoothing. Since $\nabla^2\rho^{-3}=9\rho^{-5}$ in two dimensions, it changes the tail by a relative amount $9s^2/\rho^2$. For $D\gg r,s$, with $|\mathbf R|=D|\mathbf m|$ and $\mathbf m$ running over the hexagonal lattice of unit spacing,

$$\delta_{\rm point}=-S_3\frac{r^2}{D^3},\qquad S_3=\sum_{\mathbf m\ne0}|\mathbf m|^{-3}=11.034 .$$

The value of $S_3$ comes from summing the lattice points inside a large circle of radius $R_m$ and adding the continuum tail $2\pi/[(\sqrt3/2)R_m]$.

Replacing $w(0)$ by $\langle w\rangle$ adds $[\langle w\rangle-w(0)]/S=2\pi r^2\langle q\rangle/S$ at leading order. With (13), $h/2=2\pi/(\sqrt3D)$ and $1/S=2/(\sqrt3D^2)$, this is $(8\pi^2c/3)\,r^2/D^3=18.477\,r^2/D^3$, with relative corrections of order $x$. Hence

$$\delta_{\rm avg}=(18.477-11.034)\frac{r^2}{D^3}=+7.443\,\frac{r^2}{D^3}.$$

Averaging the $\Gamma$ cell alone does not raise the order of convergence. Both errors fall as $N^{-3}$; the averaged one has the opposite sign and about two thirds of the size. The averaged $\Gamma$ cell is exact at this order, so the remainder is the summed error of sampling $\Phi$ at the centres of all the other cells. For $x\ll1$ the cells nearest $\Gamma$ contribute with a negative sign, because $\nabla^2w=2\pi r^2(1-rq)/[q(1+rq)^3]$ is positive for $rq<1$ and the centre value then lies below the cell average; the positive total comes from cells further out. The negative and the positive part are each of order $D^{-2}$, and only their difference is of order $D^{-3}$. On the grids of part (i) $rh>1$, and the first shell of cells already contributes with a positive sign. Omitting the cell removes $w(0)/S$ from the point-sampled sum, so $\delta_{\rm omit}=2\pi r/S+O(D^{-3})$, which falls only as $N^{-2}$. These laws hold for $D\gg r$, that is $x\ll1$. For $x\gtrsim1$ the errors have to be computed.

## (i) Numbers

*Evaluate the results for a model layer with round parameters: hexagonal lattice, $a=5$, $\alpha=8$, $\sigma=1.5$, $s=5$, $L=30$ and $60$, all in bohr, and $N=12$. Estimate also, on a band model, the error of using $P=-\mathbf q\cdot\alpha\cdot\mathbf q$ over the whole cell.*

**Solution.** The geometry is $A=21.651$ bohr$^2$, $S=144A=3117.7$ bohr$^2$, $\Omega=(2\pi)^2/S=0.012663$ bohr$^{-2}$, $q_c=\sqrt{\Omega/\pi}=0.06349$ bohr$^{-1}$ and $h=4\pi/(\sqrt3\cdot60)=0.12092$ bohr$^{-1}$, with $\langle q\rangle=0.70204\,h/2=0.04245$ bohr$^{-1}$. The screening length is $r=2\pi\cdot8=50.27$ bohr. The cell radius exceeds $1/r=0.01989$ bohr$^{-1}$ by the factor $x=3.191$ and is close to $2/L=0.06667$ bohr$^{-1}$ for $L=30$ bohr, so both scales are unresolved.

The dielectric functions of part (d) are:

| $q$ (bohr$^{-1}$) | $1+rq$ | $F$ | $1+rqF$ | $\varepsilon_M$, $L=30$ | $\varepsilon_M$, $L=60$ |
|---|---|---|---|---|---|
| 0.0010 | 1.0503 | 0.9983 | 1.0502 | 1.0499 | 1.0495 |
| 0.0100 | 1.503 | 0.9833 | 1.494 | 1.454 | 1.410 |
| 0.0635 | 4.191 | 0.9010 | 3.875 | 2.133 | 1.582 |

All four agree at the smallest $q$, as (5) requires. At $q_c$ the supercell value for $L=30$ bohr is about half of $1+rq$, while the layer value stays within a tenth of it.

At $q=0$, $w=-2\pi r=-315.83$ Ha bohr$^2$, and the head (6) for $L=30$ bohr is $30$ times this, $-9475$ Ha bohr$^3$. For the disk, $\ln(1+x)=1.4330$, the fraction in (12) is $2(3.1912-1.4330)/3.1912^2=0.3453$, and $\langle w\rangle=-315.83\times0.3453=-109.05$ Ha bohr$^2$. The gap term (10) is $-109.05/3117.7=-0.03498$ Ha, or $-0.952$ eV with 1 Ha $=27.2114$ eV. The other entries below use (11) with Gauss–Legendre quadrature on each edge, the closed form (14), and, for the layer of finite width, Gauss–Legendre quadrature in $q$ and $\theta$ of the two quantities in (7) over the six sectors of the hexagon.

| Treatment of the $\Gamma$ cell | $w$ (Ha bohr$^2$) | gap term (eV) |
|---|---|---|
| value at $q=0$ | $-315.83$ | $-2.757$ |
| sheet, disk | $-109.05$ | $-0.952$ |
| sheet, hexagon | $-108.95$ | $-0.951$ |
| $\sigma=1.5$, all $G$, hexagon, both $L$ | $-100.27$ | $-0.875$ |
| $\sigma=1.5$, head only, hexagon, $L=30$ | $-67.92$ | $-0.593$ |
| $\sigma=1.5$, head only, hexagon, $L=60$ | $-44.74$ | $-0.390$ |
| sheet, head only, disk, $L=30$ | $-65.55$ | $-0.572$ |
| sheet, head only, disk, $L=60$ | $-43.36$ | $-0.378$ |

The $q=0$ value is nearly three times the average. Disk and hexagon differ by $0.001$ eV on this grid. The finite width acts in opposite directions on the two quantities in (7): it lowers $|w|$, since $F^2/(1+rqF)$ increases with $F$, and it raises the magnitude of the head, where $F$ appears only in the denominator. The head alone recovers about two thirds of the full $-0.875$ eV at $L=30$ bohr and less than half at $L=60$ bohr. For an anisotropic sheet with $\alpha_{xx}=10$, $\alpha_{xy}=2$, $\alpha_{yy}=5$ bohr on the same hexagon, oriented with two vertices on the $x$ axis, (11) gives $-104.0$ Ha bohr$^2$.

For the model of part (h), adaptive quadrature of $E=-r\int_0^\infty q\,e^{-q^2s^2}dq/(1+rq)$ gives $-0.13408$ Ha $=-3.649$ eV. Explicit summation over the grid gives these errors, in eV, measured from that value:

| $N$ | $x$ | omitted | point | averaged |
|---|---|---|---|---|
| 6 | 6.38 | $+2.438$ | $-8.588$ | $+0.068$ |
| 12 | 3.19 | $+1.049$ | $-1.707$ | $+0.099$ |
| 24 | 1.60 | $+0.386$ | $-0.303$ | $+0.039$ |
| 48 | 0.80 | $+0.125$ | $-0.047$ | $+0.011$ |

The columns differ only by the $\Gamma$ term. For $N=12$, $1.049-2.757$ gives the point error and $1.049-0.951$ the averaged one, up to rounding. The averaged error is then about 3 % of $|E|$, against nearly half of $|E|$ for the point value. On the two coarsest grids the point value is worse than leaving the cell out. The signs agree with part (h), but the sizes are not yet asymptotic, since $x$ is still $0.80$ at $N=48$: from $N=24$ to $48$ the averaged error falls by less than 4, where the limiting law has 8, and it is about a quarter of the point error in size, where the limit is two thirds. The averaged error is smaller at $N=6$ than at $N=12$. Holding $|M|^2=1$ over the cell gives a negative error, because $w<0$ and $e^{-q^2s^2}\le1$, and this error grows with the cell. Since the total averaged error is positive, the other cells together carry a positive error that this negative part partly cancels. The two parts are not separated in these numbers.

For the quadratic form of $P$, take a two-band honeycomb sheet with $a=5$ bohr and

$$H_{\mathbf k}=\begin{pmatrix}\Delta&\gamma_{\mathbf k}\\\gamma^*_{\mathbf k}&-\Delta\end{pmatrix},\qquad\gamma_{\mathbf k}=-\sum_jt_je^{i\mathbf k\cdot\boldsymbol\delta_j},$$

with bond vectors $(0,-a/\sqrt3)$, $(a/2,a/2\sqrt3)$, $(-a/2,a/2\sqrt3)$, hoppings $0.10$, $0.08$, $0.10$ Ha in that order, and $\Delta=0.06$ Ha. The orbitals are treated as points and in-plane local fields are neglected, so $\alpha=\alpha^0$. Write $H=\mathbf d\cdot\boldsymbol\tau$ with Pauli matrices $\boldsymbol\tau$, $\mathbf d=(\mathrm{Re}\,\gamma,-\mathrm{Im}\,\gamma,\Delta)$ and energies $\pm E_{\mathbf k}=\pm|\mathbf d|$. The band projectors are $(1\pm\hat{\mathbf d}\cdot\boldsymbol\tau)/2$, and the trace of the product of opposite projectors at $\mathbf k+\mathbf q$ and $\mathbf k$ is the squared overlap $(1-\hat{\mathbf d}_{\mathbf k+\mathbf q}\cdot\hat{\mathbf d}_{\mathbf k})/2$. Both terms of part (b) share this overlap and the same denominator, so at any $\mathbf q$

$$P_2(\mathbf q)=-\frac{4}{N_kA}\sum_{\mathbf k}\frac{(1-\hat{\mathbf d}_{\mathbf k+\mathbf q}\cdot\hat{\mathbf d}_{\mathbf k})/2}{E_{\mathbf k+\mathbf q}+E_{\mathbf k}} .$$

On a $60\times60$ grid of $\mathbf k$, (4) gives $\alpha_{xx}=1.314$, $\alpha_{xy}=-0.306$ and $\alpha_{yy}=1.667$ bohr. Averaging $w=\bar v^2P_2/(1-\bar vP_2)$ with $\bar v=2\pi/q$ and the full $P_2(\mathbf q)$ over the hexagon by Gauss–Legendre quadrature, and dividing by (11), gives ratios that differ from 1 by $-0.0088$, $-0.0027$ and $-0.0008$ for $N=12$, $24$ and $48$. The scaling follows from $d\ln|w|/d\ln|P_2|=1/(1-\bar vP_2)=1/(1+rq)$. The relative correction to $P_2$ is $O(q^2)$ by part (b), so the deviation tends to fall fourfold when $N$ doubles, and at leading order somewhat less than that at finite $x$, because $1/(1+rq)$ rises as the cell shrinks. In this model, with a gap of $0.12$ Ha and $\alpha\approx1.5$ bohr, the quadratic form is good to 1 % of $\langle w\rangle$ at $N=12$. This does not carry over to the layer with $\alpha=8$ bohr: lowering $\Delta$ to $0.011$ Ha, which brings the diagonal elements of $\alpha$ to about 9 and 11 bohr, raises the deviation at $N=12$ to about 5 %. A smaller gap or a coarser grid enlarges the deviation. Once $q_c|\mathbf v_{cv}|$, or the change of the band energies across the cell, is no longer small against $\Delta E$, $P_2(\mathbf q)$ must be computed inside the cell.
